# Can cubic irreducible k-points be reused after a shear strain?

**Question**

I am computing the shear constants of a cubic semiconductor from total energies. For the unstrained crystal I have an $8\times8\times8$ k-mesh, which symmetry reduces to 29 points with weights. I saved that list and used it again for the sheared cells, with the same fractional coordinates and weights.

My reasoning was that the strain is at most one or two per cent, so points that were equivalent should remain nearly equivalent, and any leftover error should vanish with a denser mesh. However, $+1\%$ and $-1\%$ shear give very different energies, and the shear constant depends on the strain I choose. Is the list at fault? If so, would averaging the two signs of strain repair it?

**Answer**

The list is at fault. "Nearly equivalent" is not good enough, because the splitting between formerly equivalent points is linear in the strain, while the elastic energy you want is quadratic. Averaging the two signs removes the linear error but generally leaves a wrong curvature. A denser mesh cures neither.

I take an insulator with filled bands and, at first, a potential that is not updated self-consistently.

**Which points remain equivalent?**

Let the shear be

$$F=\exp\eta,\qquad \eta=\mathrm{diag}(e,-e,0).$$

The volume is unchanged because $\det F=\exp(\mathrm{tr}\,\eta)=1$. To second order, the elastic energy density of a stress-free cubic crystal is

$$u=\tfrac12C_{11}(e^2+e^2)+C_{12}(e)(-e)=(C_{11}-C_{12})e^2=2C'e^2,$$

with $C'=(C_{11}-C_{12})/2$.

Label a k-point by its unstrained vector $k$. At fixed fractional coordinates the actual vector is $F^{-T}k$. Let $B(k;\eta)$ be the sum of the filled band energies there, including spin. Now rotate or reflect the whole strained crystal by a cubic operation $R$. No energy changes, the strain becomes $R\eta R^T$, and the wavevector becomes

$$RF^{-T}k=(RFR^T)^{-T}Rk.$$

Since $R$ maps the unstrained crystal onto itself (in diamond, sometimes with an added translation, which does not affect the energies),

$$B(Rk;R\eta R^T)=B(k;\eta).\tag{1}$$

Your list assumes $B(Rk;\eta)=B(k;\eta)$. Equation (1) guarantees that only if $R\eta R^T=\eta$. Every $R$ qualifies for zero or hydrostatic strain, so reuse is correct there. For the diagonal shear, the eight sign changes of the axes qualify, but permutations of the axes do not. A general star of 48 points therefore splits into six groups of eight.

**The splitting at the X points**

A concrete case is a diamond-structure crystal with one s and three p orbitals per atom and nearest-neighbour hopping. The four bond directions have signs

$$s=(1,1,1),\ (1,-1,-1),\ (-1,1,-1),\ (-1,-1,1).$$

The magnitudes of their direction cosines are $l_x,l_y,l_z$, the same for all four bonds under this shear. At $X_z=(2\pi/a)(0,0,1)$ the phase along a bond is $e^{i\pi s_z/2}=is_z$, and strain does not change it. Three sums over the bonds are needed:

$$\sum s_z=0,\qquad \sum s_zs_j=4\delta_{jz},\qquad \sum s_xs_ys_z=4.$$

The first removes the s–s and like-p couplings. The second leaves s coupled to $p_z$ with magnitude $4l_zV_{sp}$. The third leaves $p_x$ coupled to $p_y$ with magnitude $4l_xl_yW$, where $W=V_{pp\sigma}-V_{pp\pi}$. Other unlike-p couplings contain $\sum s_x$ or $\sum s_y$ and vanish.

The eight levels are thus two copies each of

$$\frac{E_s+E_p}{2}\pm\sqrt{\Delta^2+16l_z^2V_{sp}^2},\qquad E_p\pm4l_xl_yW,$$

with $\Delta=(E_p-E_s)/2$. I set $E_p=0$. Filling the four lower levels with two electrons each gives

$$B(X_z)=2E_s-4\sqrt{\Delta^2+16l_z^2V_{sp}^2}-16l_xl_yW.\tag{2}$$

For $X_x$, exchange the roles of $x$ and $z$. To first order $l_x^2=(1+2e)/3$ and $l_yl_z=(1-e)/3$, while the bond length changes only at second order. Hence

$$\left.\frac{dB(X_x)}{de}\right|_0=-\frac{64V_{sp}^2}{3R_0}+\frac{16W}{3},\qquad R_0=\sqrt{\Delta^2+\tfrac{16}{3}V_{sp}^2}.$$

I use round, silicon-like values: $E_s=-6.5$, $V_{ss}=-1.9$, $V_{sp}=1.8$, $V_{pp\sigma}=3.0$ and $V_{pp\pi}=-1.1$ eV, with $a=0.54$ nm. Then $R_0=5.277$ eV and $W=4.1$ eV, so the slope is $-13.10+21.87=8.77$ eV per unit strain. It has the opposite sign at $X_y$ and is zero at $X_z$.

At $e=0.01$, equation (2) with fixed hoppings shifts the band sums at $X_x,X_y,X_z$ by $+89.45$, $-85.86$ and $+3.79$ meV. The $d^{-2}$ scaling of the hoppings introduced below adds a second-order term of about $4.7$ meV to each, giving $+94.1$, $-81.2$ and $+8.5$ meV. Their mean is $7.1$ meV. A list that keeps $X_x$ with the weight of all three uses $94.1$ meV instead: the small quadratic remainder has been replaced by a large linear term.

**What this does to the total energy**

For a fixed mesh, let $E_{\rm re}(\eta)$ be the energy per cell from the reused list, and $E_{\rm full}(\eta)$ that from all points. Each star average can be written as an average over the 48 operations, since every member of the star is reached equally often. Equation (1) moves the operation from the point to the strain:

$$\frac1{48}\sum_RB(Rk;\eta)=\frac1{48}\sum_RB(k;R^T\eta R).$$

Summing over the list with its weights gives

$$E_{\rm full}(\eta)=\frac1{48}\sum_RE_{\rm re}(R^T\eta R).\tag{3}$$

A pair repulsion between atoms can be included, because it is the same for all cubic images of a strain.

Now expand the reused energy, with $V$ the cell volume:

$$\frac{E_{\rm re}(e)-E_{\rm re}(0)}V=Se+2C_{\rm re}e^2+O(e^3).\tag{4}$$

The correct energy has no linear term, because exchanging $x$ and $y$ turns $e$ into $-e$. The reused list breaks that symmetry. Its slope $S$ is a false stress difference $\sigma_{xx}-\sigma_{yy}$ in an unstrained crystal.

Dividing (4) by $2e^2$ gives the shear constant read from a single strain:

$$C_{\rm one}(e)=\frac{S}{2e}+C_{\rm re}+O(e).\tag{5}$$

It diverges as the strain is made smaller, which explains your dependence on the chosen strain. Using $\pm e$ cancels $S$ but returns $C_{\rm re}$, not $C'$.

Equation (3) shows how the two are related. Sign changes leave a diagonal strain alone, so its distinct images are the shears $\pm e$ in the $xy$, $yz$ and $zx$ planes. Their linear terms cancel in pairs, leaving

$$C'=\frac{C_{\rm re}^{xy}+C_{\rm re}^{yz}+C_{\rm re}^{zx}}3.\tag{6}$$

In a cubic crystal the three values should be equal. With the reused list they generally are not.

**Numbers for an $8\times8\times8$ mesh**

To obtain a total energy, I let the hoppings vary as $d^{-2}$ with bond length $d$ and add a pair repulsion varying as $d^{-4}$. Its strength is set by zero pressure. Under the diagonal shear all bonds have

$$\frac{d^2}{d_0^2}=\frac{1+2\cosh2e}{3}\approx1+\frac43e^2.$$

The energy is stationary in $d$ at zero pressure, so this length change affects the total only at order $e^4$. $C'$ therefore comes from the changes of bond angle. Replacing the hopping power 2 by 3, with the repulsion readjusted, leaves $C'$ at 36.3 GPa. There is also no internal displacement to relax: each atom keeps three perpendicular twofold axes, and no force vector is unchanged by all three.

The reused representatives lie in the first zone and satisfy $k_x\ge k_y\ge k_z\ge0$. One star on the zone boundary has two such points, $(\tfrac34,\tfrac34,0)$ and $(1,\tfrac14,\tfrac14)$ in units of $2\pi/a$; I keep the first. The results are:

- The correct value is $C'=36.3$ GPa.
- The reused list, with $\pm e$, gives 31.6, 49.0 and 28.4 GPa for the $xy$, $yz$ and $zx$ planes. Relative to the correct value, the errors are $-13\%$, $+35\%$ and $-22\%$.
- The mean of those three is 36.3 GPa, as (6) requires.
- The false stress difference is $S=12.1$ GPa.

For a single strain $e=0.01$, equation (5) gives

$$C_{\rm one}\approx\frac{12.089}{0.02}+31.55=636\ \text{GPa},$$

and the direct energy difference also gives 636 GPa. At $e=0.005$ the reading rises to 1240 GPa. For $e=-0.01$, equation (5) gives about $-573$ GPa, a false instability.

These errors depend on which representatives were saved. Exchanging $k_x$ and $k_y$ throughout the list reverses $S$, by (1). A material property cannot depend on that choice.

**Why a denser mesh does not help**

As the mesh is refined, the reused sum approaches 48 times the integral over one irreducible wedge of the zone. Under the diagonal shear, the eight wedges related by sign changes of the axes still share one integral, but those reached by exchanging axes generally have different ones. You are converging to the wrong quantity.

From $N=8$ to $N=16$ points per direction, the correct $C'$ moves only from 36.33 to 36.32 GPa. The false stress grows from 12.1 to 12.7 GPa, and the spread between the three planes grows from 20.6 to 21.9 GPa. Good convergence of the unstrained energy is no protection, since the list is valid there.

**Is $C_{44}$ affected as well?**

Yes, but the size of the error can be very different. For an engineering shear $\gamma$ in the $xy$ plane, the energy density is $C_{44}\gamma^2/2$. I keep the atoms at their homogeneously strained positions. The correct clamped value is 57.7 GPa, and the reused list with $\pm\gamma$ gives 59.0 GPa, an error of only 2.3%. This is partly luck in the choice of plane: for the $yz$ and $zx$ planes the same list gives about 63 and 51 GPa, errors of roughly $+10\%$ and $-12\%$.

Nor does the small $xy$ error validate the list for that plane: it still produces a false shear stress of 7.5 GPa. With a linear term $\tau\gamma$, a one-sided reading is $2\tau/\gamma+C_{44}^{\rm re}$. At $\gamma=0.01$ this is about $1505+59=1564$ GPa.

A real $C_{44}$ calculation for diamond structure must also relax the displacement between the two sublattices, which this shear permits. Relaxation lowers the constant, because the energy is minimised over an additional coordinate. I have not computed that reduction.

**What changes in a self-consistent calculation?**

The states on the reused list also give a biased charge distribution. Even at zero strain, the model's $p_x,p_y,p_z$ occupations per atom are 0.71, 0.96 and 0.85, whereas the full mesh gives 0.84 for each. In the unstrained crystal, cubic symmetrisation correctly removes this imbalance. Under the diagonal shear, symmetrisation with the surviving operations does not, because none of them exchanges the axes.

A self-consistent potential can therefore inherit the bias. Equation (3) is then no longer guaranteed, so averaging over planes is not a general repair. The same caution applies to metals, where the reused list also affects the Fermi level and the occupations.

**What to do instead**

Generate the same underlying mesh in fractional coordinates for every strain, then reduce it with the symmetry of the strained crystal. For the diagonal shear, the 512 mesh points reduce to 95, not 29. Those 95 points reproduce the full-mesh energy at $e=-0.03$, $0.01$ and $0.03$ in this model.

Do not carry the 95-point list over to the $xy$ shear. That strain also keeps eight operations, but a different eight: exchanging $x$ and $y$ is allowed, while reversing $x$ alone changes the sign of $\gamma$. If you want one list for all strains, use the full mesh, reduced at most by $k\to-k$ when time-reversal symmetry holds. This assumes a mesh that the cubic operations map onto itself, such as the Γ-centred one used here. An fcc mesh shifted by half a step along the primitive vectors is not closed in this way; used unsymmetrised, it leaves a small false shear stress, in this model about 0.06 GPa for $N=4$ and 0.004 GPa for $N=8$.

For the reference energy at $e=0$, use the same underlying mesh too. Then check that $+e$ and $-e$ agree for the diagonal shear, and that equivalent planes give the same constant. The first check alone can miss a wrong curvature.

**How far does the model represent silicon?**

The lattice parameter is close to silicon's, but the model's $C'$ of 36 GPa is low compared with a rough real value of 50 GPa. The round parameters were not fitted to silicon's elastic constants. The percentage errors above belong to this model and this choice of representatives; they should not be transferred to your calculation.

Some omitted effects can be estimated at 400 K:

- **Doping.** Shear shifts the conduction valleys on the three axes by $+\Xi e$, $-\Xi e$ and 0. For Boltzmann statistics and strains small enough that $\Xi|e|\ll k_BT$, the electronic free energy density changes by $-n\Xi^2e^2/(3k_BT)$. Equating this to $2\,\delta C'e^2$ gives $\delta C'=-n\Xi^2/(6k_BT)$. With $n=10^{19}\ \text{cm}^{-3}$ and a rough $\Xi=9$ eV, this is $-0.6$ GPa in the small-strain limit. At $e=0.01$, $\Xi e$ is already about $2.6\,k_BT$, so the quadratic formula no longer holds; the full Boltzmann free energy then gives a smaller shift, about $-0.4$ GPa. Much heavier doping needs Fermi statistics.
- **Thermal expansion.** If energies scale as $d^{-2}$ and volume as $d^3$, then $C'\propto d^{-5}$. A rough expansion coefficient of $3\times10^{-6}\ \text{K}^{-1}$, taken as constant over the whole 400 K (a linear strain of 0.12%, too large for silicon, which expands much less at low temperature), gives $-0.2$ GPa. The model's fixed on-site energies and steeper repulsion do not follow that scaling: it gives roughly $C'\propto d^{-1.9}$, or $-0.08$ GPa for the same expansion. Both figures cover only the volume part of the temperature dependence.
- **On-site response.** Assume an energy $\tfrac12K(n_x-n_y)^2$ per atom against unequal p occupations, with $K=0.5$ eV. The model's response is $r=d(n_x-n_y)/de=0.43$. With two atoms per cell, equating $Kr^2e^2/V$ to $2\,\delta C'e^2$ gives a scale $Kr^2/(2V)=0.2$ GPa.

Each is small beside the 5 to 13 GPa errors from the reused list. The false stress of 12 GPa is also far above the roughly 1 GPa scale of deliberate stress in silicon transistor channels, so an error of that size would spoil a stress calculation for such a device. The numerical output below gives the remaining intermediate values.

## Values computed for the example and the checks

```
lattice parameter 0.54 nm; cell volume 0.039366 nm^3
Es, Ep = -6.5, 0.0 eV
Vss, Vsp = -1.9, 1.8 eV
Vpp sigma, pi = 3.0, -1.1 eV
1 eV/nm^3 = 0.160218 GPa
model gap on mesh, unstrained: 1.019 eV
mesh 8x8x8: full 512 points
cubic irreducible set: 29 points
diagonal-shear irreducible set: 95 points
X band sum, no strain: -55.97306 eV
X root at no strain: 5.27660 eV
X_x band sum at e=0.01: -55.87896 eV, shift 94.10 meV
X_y band sum at e=0.01: -56.05426 eV, shift -81.20 meV
X_z band sum at e=0.01: -55.96461 eV, shift 8.45 meV
X_x slope dB/de: 8.7673 eV
correct C': 36.327 GPa
reused C', xy plane, +/-e: 31.551 GPa, error -13.1 %
reused C', yz plane, +/-e: 48.993 GPa, error 34.9 %
reused C', zx plane, +/-e: 28.438 GPa, error -21.7 %
mean of three reused C': 36.327 GPa
false stress sxx-syy at e=0: 12.0893 GPa
one-sided C' at e=0.02: 333.54 GPa; predicted 333.78 GPa
one-sided C' at e=0.01: 635.90 GPa; predicted 636.02 GPa
one-sided C' at e=0.005: 1240.42 GPa; predicted 1240.48 GPa
C' with hopping power 3: 36.327 GPa
clamped C44 correct: 57.694 GPa
clamped C44 reused, +/-gamma: 59.022 GPa
false shear stress sxy: 7.5273 GPa
p occupations/atom, full: 0.84018 0.84018 0.84018
p occupations/atom, reused: 0.71163 0.96217 0.84673
mesh trend: N, points, correct C', reused xy C',
  spread of three planes, false sxx-syy (last four in GPa)
   4    8 36.664 31.559 18.234 11.629
   8   29 36.327 31.551 20.555 12.089
  12   72 36.316 31.276 21.512 12.513
  16  145 36.315 31.164 21.883 12.690
rough inputs: T 400 K, doping 1e+19 cm^-3
  valley deformation potential 9 eV, gap 1.1 eV
  expansion 3e-06 1/K, on-site stiffness 0.5 eV
doping shift of C': -0.63 GPa
thermal-expansion shift of C': -0.22 GPa
thermal-carrier factor exp(-Eg/2kT): 1.2e-07
p imbalance response d(nx-ny)/de: 0.426 per atom
on-site response scale in C': 0.19 GPa
```
